# Spherical harmonics by ladder operators and the Condon-Shortley sign

Suppose a calculation needs a $p$ orbital pointing along $x$, and the program supplies the complex functions $Y_{1,1}$ and $Y_{1,-1}$. Should they be subtracted or added? With one sign convention the difference points along $x$; with another it points along $y$. The same decision arises whenever tabulated angular functions are combined with matrices of angular momentum computed elsewhere. It hangs on a factor $(-1)^m$, the Condon-Shortley factor.

The equation $L_+Y_{ll}=0$ and normalisation cannot fix that factor, because they leave the phase of $Y_{ll}$ free. Two conventions are needed:

- the ladder operators connect neighbouring $Y_{lm}$ with positive coefficients;
- $Y_{l0}$ is positive at the north pole, $\theta=0$.

The functions can then be built from the top of the ladder, $m=l$, or from its middle, $m=0$. Both routes give the same functions, but the sign appears at different places.

## Operators common to both routes

The orbital angular momentum is $\mathbf L=-i\hbar\,\mathbf r\times\nabla$. In spherical coordinates $\nabla=\hat{\mathbf r}\,\partial_r+\hat{\boldsymbol\theta}\,r^{-1}\partial_\theta+\hat{\boldsymbol\phi}\,(r\sin\theta)^{-1}\partial_\phi$. Since $\hat{\mathbf r}\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$ and $\hat{\mathbf r}\times\hat{\boldsymbol\phi}=-\hat{\boldsymbol\theta}$,

$$\mathbf L=-i\hbar\left(\hat{\boldsymbol\phi}\,\partial_\theta-\hat{\boldsymbol\theta}\,\frac{1}{\sin\theta}\,\partial_\phi\right).$$

The unit vectors are $\hat{\boldsymbol\phi}=(-\sin\phi,\cos\phi,0)$ and $\hat{\boldsymbol\theta}=(\cos\theta\cos\phi,\cos\theta\sin\phi,-\sin\theta)$. The $z$ component is therefore $L_z=-i\hbar\,\partial_\phi$, and $L_\pm=L_x\pm iL_y$ becomes

$$L_\pm=-i\hbar\left[(-\sin\phi\pm i\cos\phi)\,\partial_\theta-\cot\theta\,(\cos\phi\pm i\sin\phi)\,\partial_\phi\right].$$

The first bracket is $\pm i e^{\pm i\phi}$ and the second is $e^{\pm i\phi}$, so

$$L_\pm=\hbar e^{\pm i\phi}\left(\pm\partial_\theta+i\cot\theta\,\partial_\phi\right).\tag{1}$$

Write $u=\cos\theta$ and $s=\sin\theta$, so that $d/d\theta=-s\,d/du$. On a function $e^{im\phi}f(\theta)$, the derivative $\partial_\phi$ gives $im$. For the lowering operator,

$$-\frac{df}{d\theta}-m\cot\theta\,f=-s^{-m}\frac{d(s^mf)}{d\theta}=s^{1-m}\frac{d(s^mf)}{du}.$$

For the raising operator,

$$\frac{df}{d\theta}-m\cot\theta\,f=s^{m}\frac{d(s^{-m}f)}{d\theta}=-s^{m+1}\frac{d(s^{-m}f)}{du}.$$

Hence

$$L_-\left(e^{im\phi}f\right)=\hbar e^{i(m-1)\phi}s^{1-m}\frac{d(s^mf)}{du},\tag{2}$$

$$L_+\left(e^{im\phi}f\right)=-\hbar e^{i(m+1)\phi}s^{m+1}\frac{d(s^{-m}f)}{du}.\tag{3}$$

In (2) the minus sign of $L_-$ has cancelled the one from $d/d\theta=-s\,d/du$. In (3) that minus sign survives. This difference is the source of the alternating factor.

The ladder coefficients follow from the commutators. With $L_x=yp_z-zp_y$ and $L_y=zp_x-xp_z$, the terms that do not commute give

$$[L_x,L_y]=y[p_z,z]p_x+x[z,p_z]p_y=i\hbar(xp_y-yp_x)=i\hbar L_z,$$

and the other two commutators follow by cyclic exchange. They imply

$$[L^2,L_z]=-i\hbar(L_xL_y+L_yL_x)+i\hbar(L_yL_x+L_xL_y)=0,$$

and likewise for $L_x$ and $L_y$. The ladder operators thus leave the eigenvalue of $L^2$ unchanged. Multiplying out their products gives

$$L_\mp L_\pm=L_x^2+L_y^2\pm i[L_x,L_y]=L^2-L_z^2\mp\hbar L_z.\tag{4}$$

The inner product is the integral over the sphere with $d\Omega=\sin\theta\,d\theta\,d\phi$. Integration by parts in $\phi$ shows that $L_z$ is Hermitian on smooth functions. The measure is the same about every axis, so $L_x$ and $L_y$ are Hermitian too, and $L_+$ is the adjoint of $L_-$. For a normalised state with $L^2=l(l+1)\hbar^2$ and $L_z=m\hbar$, equation (4) gives

$$\|L_\pm Y_{lm}\|^2=\hbar^2\left[l(l+1)-m^2\mp m\right]=\hbar^2(l\mp m)(l\pm m+1).$$

The first convention is to take the positive root:

$$L_\pm Y_{lm}=\hbar\sqrt{(l\mp m)(l\pm m+1)}\;Y_{l,m\pm1}.\tag{5}$$

Fixing the coefficients of $L_-$ in this way also fixes those of $L_+$, because the two operators are adjoint.

## First derivation: down from the top

**The top state.** Let $L_zY_{ll}=l\hbar Y_{ll}$ and $L_+Y_{ll}=0$. The first condition gives $Y_{ll}=e^{il\phi}f(\theta)$. By (3) with $m=l$, the second gives $d(s^{-l}f)/du=0$, so

$$Y_{ll}=c_l\,s^l e^{il\phi}.$$

The solution is unique up to the constant $c_l$. A function that returns to its value after a full turn in $\phi$ requires integer $l$. A finite norm excludes negative integers, for which $\int s^{2l+1}d\theta$ diverges at the poles. Since $L_-L_+Y_{ll}=0$, the upper signs of (4) give $L^2Y_{ll}=(l^2+l)\hbar^2Y_{ll}$. The eigenvalue $l(l+1)\hbar^2$ is thus a result here.

This state has the largest $L_z$ in its ladder, yet $L_x^2+L_y^2$ still has the value $l(l+1)\hbar^2-l^2\hbar^2=l\hbar^2$. Its density is proportional to $\sin^{2l}\theta$. At a small angle $\delta$ from the equator this is $\cos^{2l}\delta\approx e^{-l\delta^2}$, so for large $l$ the density forms a belt whose angular width shrinks as $1/\sqrt l$, approaching a classical orbit in the $xy$ plane.

**The norm.** The integral over $\phi$ gives $2\pi$, and the one over $\theta$ is

$$I_l=\int_0^\pi s^{2l+1}d\theta=\int_{-1}^{1}(1-u^2)^l\,du.$$

For $l\ge1$, integrate by parts with $1=du/du$. The boundary term vanishes, and

$$I_l=2l\int_{-1}^1u^2(1-u^2)^{l-1}du=2l\,(I_{l-1}-I_l),$$

where $u^2=1-(1-u^2)$ was used. Thus $I_l=\frac{2l}{2l+1}I_{l-1}$ with $I_0=2$. The product of the even numbers up to $2l$ is $2^ll!$, and that of the odd numbers up to $2l+1$ is $(2l+1)!/(2^ll!)$. Therefore

$$I_l=\frac{2^{2l+1}(l!)^2}{(2l+1)!},\qquad |c_l|=\frac{1}{\sqrt{2\pi I_l}}=\frac{1}{2^ll!}\sqrt{\frac{(2l+1)!}{4\pi}}.\tag{6}$$

**Lowering.** For the top state, $s^lf=c_ls^{2l}=c_l(1-u^2)^l$. One use of (2) gives a new angular factor $s^{-(l-1)}$ times the first derivative of this polynomial. At the next step the power $s^{l-1}$ in (2) cancels the factor $s^{-(l-1)}$, leaving the derivative ready to be differentiated again. After $l-m$ steps,

$$\left(\frac{L_-}{\hbar}\right)^{l-m}s^le^{il\phi}=e^{im\phi}s^{-m}\frac{d^{\,l-m}}{du^{\,l-m}}(1-u^2)^l.$$

The polynomial has degree $2l$. Its derivative of order $2l$, reached at $m=-l$, is a constant; one more lowering gives zero. The ladder has $2l+1$ states.

By (5), the squared coefficients passed on the way down, in units of $\hbar^2$, multiply to

$$\prod_{k=m+1}^{l}(l+k)(l-k+1)=\frac{(2l)!}{(l+m)!}\,(l-m)!.$$

Dividing by the square root of this product gives

$$Y_{lm}=c_l\sqrt{\frac{(l+m)!}{(2l)!\,(l-m)!}}\;e^{im\phi}s^{-m}\frac{d^{\,l-m}}{du^{\,l-m}}(1-u^2)^l.\tag{7}$$

**The phase.** At $m=0$ and $u=1$, write $(1-u^2)^l=(1-u)^l(1+u)^l$. In the derivative of order $l$, a term survives at $u=1$ only if all $l$ derivatives act on $(1-u)^l$. The result is $(-1)^l\,l!\,2^l$. A positive $c_l$ would therefore make $Y_{l0}$ at the pole negative for odd $l$. The second convention demands $c_l=(-1)^l|c_l|$. Putting (6) into (7), with $(2l+1)!/(2l)!=2l+1$, gives the Rodrigues form

$$Y_{lm}=\frac{(-1)^l}{2^ll!}\sqrt{\frac{2l+1}{4\pi}\frac{(l+m)!}{(l-m)!}}\;e^{im\phi}s^{-m}\frac{d^{\,l-m}}{du^{\,l-m}}(1-u^2)^l.\tag{8}$$

It holds for $-l\le m\le l$ and $0<\theta<\pi$; the poles are reached by continuity. Its prefactor contains $(-1)^l$, common to the whole ladder, but no $(-1)^m$.

## Second derivation: outward from the middle

**The middle state.** Now take the eigenvalue $l(l+1)\hbar^2$, with $l$ a non-negative integer, as given, and look for the state with $m=0$, a function $F(u)$. By (3), $L_+F=-\hbar e^{i\phi}sF'$, where the prime means $d/du$. Applying (2) with $m=1$ gives $L_-L_+F=-\hbar^2\,d(s^2F')/du$. Since $L_zF=0$, this is $L^2F$, and the eigenvalue equation is Legendre's:

$$\frac{d}{du}\left[(1-u^2)F'\right]+l(l+1)F=0.\tag{9}$$

A solution is

$$P_l(u)=\frac{1}{2^ll!}\frac{d^{\,l}w}{du^{\,l}},\qquad w=(u^2-1)^l.$$

To show this, start from $(u^2-1)w'=2lu\,w$ and differentiate $l+1$ times by Leibniz' rule. With $w^{(k)}$ for the derivative of order $k$,

$$(u^2-1)w^{(l+2)}+2(l+1)u\,w^{(l+1)}+l(l+1)w^{(l)}=2lu\,w^{(l+1)}+2l(l+1)w^{(l)}.$$

Collecting terms leaves $(u^2-1)w^{(l+2)}+2u\,w^{(l+1)}-l(l+1)w^{(l)}=0$, which is (9) with the sign reversed.

Suppose $Q$ is another solution. Equation (9) for both functions implies that $(1-u^2)(P_lQ'-P_l'Q)$ is constant. If $Q$ is smooth on the sphere, $(1-u^2)Q'=-s\,dQ/d\theta$ vanishes at the poles, and so does $(1-u^2)Q$. The constant is zero, and $Q$ is a multiple of $P_l$. Smoothness at the poles thus selects one solution.

For the norm, integrate by parts $l$ times. The boundary terms vanish because $w$ has zeros of order $l$ at $u=\pm1$. With $w^{(2l)}=(2l)!$ and $(-1)^lw=(1-u^2)^l$,

$$\int_{-1}^1P_l^2\,du=\frac{(-1)^l}{2^{2l}(l!)^2}\int_{-1}^1w\,w^{(2l)}du=\frac{(2l)!\,I_l}{2^{2l}(l!)^2}=\frac{2}{2l+1}.$$

At $u=1$ all $l$ derivatives must act on $(u-1)^l$, so $P_l(1)=2^ll!/(2^ll!)=1$. The pole convention gives

$$Y_{l0}=\sqrt{\frac{2l+1}{4\pi}}\,P_l(u).$$

**Raising.** In (3) the factor $s^{-m}$ removes the power of $s$ left by the previous step. Each step adds one derivative, one power of $s$ and one minus sign:

$$\left(\frac{L_+}{\hbar}\right)^mP_l=(-1)^me^{im\phi}s^m\frac{d^mP_l}{du^m}.$$

The squared coefficients multiply to $\prod_{k=0}^{m-1}(l-k)(l+k+1)=(l+m)!/(l-m)!$. For $m\ge0$, therefore,

$$Y_{lm}=(-1)^m\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}}\;e^{im\phi}s^m\frac{d^mP_l}{du^m}.\tag{10}$$

Here is the Condon-Shortley factor. On the unit sphere, one raising of a function of $z$ alone reads $L_+F(z)=-\hbar(x+iy)F'(z)$. For $l=1$ it turns $z$ into $-\hbar(x+iy)$. A positive coefficient in (5) obliges $Y_{11}$ to contain this minus sign.

**Lowering.** From $m=0$ downward, (2) has no minus sign, and the product of coefficients is the same. For $m\ge0$,

$$Y_{l,-m}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}}\;e^{-im\phi}s^m\frac{d^mP_l}{du^m}=(-1)^mY_{lm}^*.\tag{11}$$

The last equality follows by comparison with (10).

## Why the two forms agree

For negative $m$, replace $m$ by $-m$ in (8), with $m>0$. The derivative has order $l+m$, the power is $s^m$, and $(-1)^l(1-u^2)^l=w$. This is (11) at once.

For $m\ge0$ the derivative in (8) has the lower order $l-m$. Apply Leibniz' rule to $w=(u-1)^l(u+1)^l$:

$$w^{(l-m)}=\sum_{k=0}^{l-m}\frac{(l-m)!}{k!\,(l-m-k)!}\frac{l!}{(l-k)!}\frac{l!}{(m+k)!}(u-1)^{l-k}(u+1)^{m+k}.$$

In $w^{(l+m)}$, let $m+k$ derivatives act on the first factor and $l-k$ on the second. Neither number may exceed $l$, so $k$ has the same range:

$$w^{(l+m)}=\sum_{k=0}^{l-m}\frac{(l+m)!}{(m+k)!\,(l-k)!}\frac{l!}{(l-m-k)!}\frac{l!}{k!}(u-1)^{l-m-k}(u+1)^{k}.$$

Term by term, the ratio is the same, so

$$w^{(l-m)}=\frac{(l-m)!}{(l+m)!}(u^2-1)^m\,w^{(l+m)}.\tag{12}$$

Put this into (8). Since $(u^2-1)^m=(-1)^ms^{2m}$, the power $s^{-m}$ becomes $(-1)^ms^m$, and the factorials combine into those of (10). In (8) the alternating sign was hidden inside the derivative; (12) brings it out.

## A case with numbers

Take $l=3$, $\theta=60^\circ$ and $\phi=0$, so $u=0.5$ and $s=0.8660$. From (6), $I_3=2^7(3!)^2/7!=0.9143$, and $c_3=-1/\sqrt{2\pi I_3}=-0.4172$. A positive $c_3$ would make $Y_{30}$ at the pole $-0.7464$ instead of $+0.7464$.

For $Y_{31}$ from the top, the second derivative of $(1-u^2)^3$ is $-6(1-u^2)^2+24u^2(1-u^2)=1.125$. The prefactor in (7) is $c_3\sqrt{4!/(6!\,2!)}=-0.05386$, and

$$Y_{31}=\frac{-0.05386\times1.125}{0.8660}=-0.0700.$$

From the middle, $P_3=(5u^3-3u)/2$ gives $P_3'=(15u^2-3)/2=0.375$. The positive root in (10) is $\sqrt{7\cdot2!/(4\pi\,4!)}=0.2155$, so

$$Y_{31}=(-1)^1\times0.2155\times0.8660\times0.375=-0.0700.$$

In the first line the minus sign comes from $c_3$, in the second from $(-1)^m$. Equations (10) and (11), with $P_3''=15u$ and $P_3'''=15$, give the other values:

| $m$ | $Y_{3m}$ |
|---:|---:|
| 3 | −0.2710 |
| 2 | 0.3832 |
| 1 | −0.0700 |
| 0 | −0.3265 |
| −1 | 0.0700 |
| −2 | 0.3832 |
| −3 | 0.2710 |

Opposite $m$ have opposite signs for odd $m$ and equal signs for even $m$, as (11) requires at $\phi=0$. The negative value at $m=0$ is no fault of phase: $P_3(0.5)=-0.4375$, and the convention concerns the pole.

The matrix element of $L_+$ from $m=0$ to $m=1$ is $\sqrt{3\cdot4}\,\hbar=3.464\,\hbar$, or $3.653\times10^{-34}$ J s. If $(-1)^m$ is dropped from (10), it becomes $-3.464\,\hbar$.

## What each derivation assumes

Both routes use the same operators, Hermiticity on the sphere and the two conventions. They differ in the rest.

The route from the top assumes a state that $L_+$ annihilates. It solves a first-order equation and obtains the eigenvalue of $L^2$ and the lower end of the ladder. Its overall phase is invisible at the start and must be fixed by following the ladder down to $m=0$.

The route from the middle assumes the eigenvalue and a state with $m=0$. It needs a second-order equation and smoothness at the poles to discard the other solution. In return, the pole convention applies at once, and each minus sign is seen as it enters.

Integer $l$ is essential to both. For $l=\tfrac12$ there is no $m=0$ state. Starting formally from $s^{1/2}e^{i\phi/2}$, equation (2) gives the angular factor $-u\,s^{-1/2}$ and then $-s^{-3/2}$, which is not zero: the ladder fails to stop at $m=-\tfrac12$. Spin one-half needs two-component states instead of these functions.

The factor itself is a choice. Multiplying every $Y_{lm}$ by $(-1)^m=e^{im\pi}$ is the same as replacing $\phi$ by $\phi+\pi$, which reverses the $x$ and $y$ axes. Norms, eigenvalues and the density $|Y_{lm}|^2$ of a single state do not change, but all ladder coefficients in (5) change sign. Dropping the factor from (10) while keeping the explicit form in (11) for negative $m$ changes the sign only for steps between states with $m\ge0$; the last equality of (11) then becomes $Y_{l,-m}=Y_{lm}^*$. Either choice can be used if the expansion coefficients and matrices are converted with the functions.

For the $p$ orbital, (10) and (11) give $Y_{1,\pm1}=\mp\sqrt{3/(8\pi)}\,s\,e^{\pm i\phi}$. Hence

$$\frac{Y_{1,-1}-Y_{1,1}}{\sqrt2}=\sqrt{\frac{3}{4\pi}}\,\sin\theta\cos\phi,$$

which points along $x$. The sum $(Y_{1,-1}+Y_{1,1})/\sqrt2$ is $-i\sqrt{3/(4\pi)}\,\sin\theta\sin\phi$, an orbital along $y$. If the program omits the factor from (10) but keeps the explicit form in (11) for negative $m$, these two combinations exchange their roles. If it instead multiplies every $Y_{lm}$ by $(-1)^m$, the difference still points along $x$, with its sign reversed. The relative sign is what decides. Take the ratio $Y_{11}/Y_{1,-1}$ at $\phi=0$, away from the poles: if it is $-1$, subtract; if it is $+1$, add. The ratio also serves when the functions carry a common factor such as $i^l$; that factor then multiplies the resulting orbital without changing its direction.
